Comment on joining the Zeeman levels of a ²D term by energy order

**The argument under review**

The argument concerns a ²D term (L = 2, S = 1/2, ten states) in a magnetic field that grows from the Zeeman to the Paschen-Back regime. It runs as follows. In a weak field the ten levels are distinct and can be numbered from the top. In a strong field they can be numbered again. Levels repel each other, so no two lines may cross on the way. Hence the first weak-field level joins the first strong-field level, the second joins the second, and so on to the tenth.

The numbering at both ends can be done correctly, and the conclusion is still wrong. The fourth level from the top has M = −1/2 in a weak field and M = +3/2 in a strong one. A line between them would require the field to change the angular momentum about its own axis. The fault is the sentence "levels repel each other", which holds here for levels of equal M and not for others.

**Hamiltonian and conserved quantity**

Let the field B > 0 point along z, let angular momenta be in units of ħ, and take the term as isolated:

H = A L·S + b (L_z + g S_z), b = μ_B B.

The electron g factor is positive in this convention, and A > 0 until stated otherwise. Mixing with other terms, nuclear spin and the diamagnetic energy are omitted. I also use

x = b/A, γ = g − 1.

The spin-orbit operator is

L·S = L_z S_z + ½(L₊S₋ + L₋S₊).

Each ladder product raises one projection and lowers the other, so M = M_L + M_S is unchanged. The field term is diagonal in M_L and M_S. Therefore J_z commutes with H at every field.

J² does not. Writing L_z + gS_z = J_z + γS_z and J² = L² + S² + 2L·S gives

[H, J²] = bγ [S_z, 2L·S] = bγ (L₋S₊ − L₊S₋) ≠ 0.

The value of J attached to a line thus names its zero-field origin. Only the states M = ±5/2, which have no partner to mix with, keep J = 5/2 at every field. On the other eight lines J is not a quantum number once the field is on. M is a quantum number on all ten. A line of the diagram is a continuous eigenvalue within one M, and both its ends carry that M.

**The levels at any field**

For |M| ≤ 3/2 there are two states, |M_L = M − ½, ↑⟩ and |M_L = M + ½, ↓⟩. Their diagonal energies are

h₁ = A(M − ½)/2 + b(M − ½ + g/2) = A(M − ½)/2 + b(M + γ/2)

h₂ = −A(M + ½)/2 + b(M + ½ − g/2) = −A(M + ½)/2 + b(M − γ/2).

The coupling comes from ½A L₊S₋. With L(L+1) = 6 it is

w = (A/2) √(6 − (M − ½)(M + ½)) = (A/2) √(25/4 − M²).

It does not depend on B. The mean and half-difference of the diagonal energies are

(h₁ + h₂)/2 = −A/4 + bM, (h₁ − h₂)/2 = (AM + γb)/2.

The eigenvalues of a real symmetric 2×2 matrix are the mean plus or minus √(half-difference² + w²). Under the root the terms A²M² cancel, which leaves

E±(M) = −A/4 + bM ± ½A s_M

s_M² = 25/4 + 2Mγx + γ²x², s_M > 0.

The states M = ±5/2 have no partner. Their energies are

E(±5/2) = A ± b(2 + g/2).

They fit the formula for E₊ if s is read as 5/2 + γx for M = +5/2 and as 5/2 − γx for M = −5/2. The second expression may become negative. With this reading I count both as upper levels, and their squares still obey the formula for s_M².

As a numerical case take A = 2 cm⁻¹, a round model value, and B = 8 T. Then b = 0.466864 × 8 = 3.7349 cm⁻¹, x = 1.8675 and γx = 1.8718. For M = −1/2,

s² = 6.25 − 1.8718 + 3.5036 = 7.8818, s = 2.8075

E± = −0.5 − 1.8675 ± 2.8075 cm⁻¹,

that is, 0.440 and −5.175 cm⁻¹.

**What the non-crossing rule says**

The von Neumann-Wigner argument starts from a real 2×2 block. Its eigenvalues coincide only if the half-difference and the coupling both vanish. These are two conditions, and a sweep of B supplies one adjustable quantity, so a coincidence is not expected in general. This is a statement about what is generic, not a prohibition. For A = 0 the coupling vanishes, and two states of equal M do meet, at b = 0.

In the present term the question can be settled without appeal to what is generic. The gap between the two levels of equal M is

E₊ − E₋ = A s_M = A √((M + γx)² + 25/4 − M²).

For |M| ≤ 3/2 and A ≠ 0 it cannot vanish. Its smallest value, A√(25/4 − M²), occurs at γx = −M, which is a positive field for negative M. In the example the gap for M = −3/2 falls from 5 cm⁻¹ at zero field to 2A = 4 cm⁻¹ at 6.41 T. For M = −1/2 it falls to √6 A = 4.90 cm⁻¹ at 2.14 T. For M = 1/2 and 3/2 it grows from the start.

For two levels of different M the coupling is zero by symmetry at every field. One condition remains, equality of the energies, and one field can meet it. Such levels are free to cross. They are not obliged to, and whether they do must be worked out pair by pair.

**The two ends of the diagram**

In a weak field, expansion of the root gives s_M ≈ 5/2 + (2/5)Mγx, so

E₊ ≈ A + bM(1 + γ/5) (J = 5/2)

E₋ ≈ −3A/2 + bM(1 − γ/5) (J = 3/2).

The Landé factors are 1.200 and 0.800. Both are positive, so within each J the levels run downward from the largest M.

In a strong field, s_M² = (γx + M)² + 25/4 − M² gives

s_M ≈ γx + M + (25/4 − M²)/(2γx)

E± ≈ b(M ± γ/2) − A/4 ± AM/2 ± A²(25/4 − M²)/(4γb).

For the upper sign the first part equals b(M_L + gM_S) with M_L = M − ½ and M_S = +½, and the second equals A(M − ½)/2 = A M_L M_S. For the lower sign the same identification holds with M_L = M + ½ and M_S = −½. So, since γ > 0, the upper level of each pair goes to spin up and the lower to spin down.

The strong-field order needs care, because for g = 2 the leading energy b(M_L + 2M_S) is shared by three pairs of states:

- At +b, the state (M_L, M_S) = (0, ↑) has A M_L M_S = 0 and lies above (2, ↓), which has −A.
- At 0, the states (−1, ↑) and (1, ↓) both have −A/2. The next term, ±3A²/(2b), puts (−1, ↑) on top.
- At −b, the state (0, ↓) has 0 and lies above (−2, ↑), which has −A.

Joining equal M, upper to upper and lower to lower, gives the correlation below. Ranks are counted from the top.

weak rank: J, M → (M_L, M_S), strong rank
1: 5/2, +5/2 → (+2, ↑), 1
2: 5/2, +3/2 → (+1, ↑), 2
3: 5/2, +1/2 → (0, ↑), 3
4: 5/2, −1/2 → (−1, ↑), 5
5: 5/2, −3/2 → (−2, ↑), 8
6: 5/2, −5/2 → (−2, ↓), 10
7: 3/2, +3/2 → (+2, ↓), 4
8: 3/2, +1/2 → (+1, ↓), 6
9: 3/2, −1/2 → (0, ↓), 7
10: 3/2, −3/2 → (−1, ↓), 9

Only the first three lines of the rank-by-rank diagram survive. The other seven join states of different M. A rule that sends all of J = 5/2 to spin up would fail too, since M = −5/2 has spin down at every field.

**Which lines cross, and where**

Take two levels with M > M′ and let d = M − M′. From the formula for s²,

s_M² − s_M′² = 2dγx > 0, hence s_M > |s_M′|.

Two upper levels differ by

E₊(M) − E₊(M′) = A[dx + ½(s_M − s_M′)] > 0,

so they never meet at positive field. For two lower levels, dividing the difference of squares by the sum gives

E₋(M) − E₋(M′) = A dx [1 − γ/(s_M + s_M′)].

Each s is at least √(25/4 − 9/4) = 2, so the sum is at least 4. That exceeds γ ≈ 1, and these levels never meet either.

There remain a lower and an upper level. If the lower level has the smaller M, it stays below. If it has the larger M, it starts below and may overtake. The energies are equal when

s_M + s_M′ = 2dx.

Dividing the difference of squares by this sum gives s_M − s_M′ = γ, and therefore

s_M = dx + γ/2, s_M′ = dx − γ/2.

Squaring the first and inserting s_M² yields

25/4 + 2Mγx + γ²x² = d²x² + dγx + γ²/4.

Since d − 2M = −(M + M′), this is

(d² − γ²)x² − γ(M + M′)x − (25 − γ²)/4 = 0.

Squaring can introduce false roots, so the sign of s_M′ = dx − γ/2 must be checked. For M′ = −5/2 the signed value 5/2 − γx gives a linear equation directly:

5/2 − γx = dx − γ/2, x = (5 + γ)/(2(d + γ)).

Now set g = 2, so γ = 1. The linear equation becomes x = 6/(2M + 7), which gives four crossings. The other six candidate pairs obey (d² − 1)x² − (M + M′)x − 6 = 0. Two of them have no positive root: M = 1/2 with M′ = −1/2 gives −6 = 0, and M = 3/2 with M′ = 1/2 gives −2x = 6. The remaining four have one each, with dx > 1/2 as required. The eight crossings are listed with the fields and energies of the example, which use the free-electron g.

lower M, upper M′: x for g = 2; B; E
+3/2, −5/2: 0.600; 2.570 T; −1.601 cm⁻¹
+1/2, −5/2: 0.750; 3.212 T; −2.501 cm⁻¹
+3/2, −3/2: √3/2 = 0.866; 3.711 T; −1.001 cm⁻¹
−1/2, −5/2: 1.000; 4.282 T; −4.000 cm⁻¹
+1/2, −3/2: (√73 − 1)/6 = 1.257; 5.388 T; −2.259 cm⁻¹
−3/2, −5/2: 1.500; 6.421 T; −6.997 cm⁻¹
+3/2, −1/2: (√73 + 1)/6 = 1.591; 6.821 T; +0.591 cm⁻¹
−1/2, −3/2: 3.000; 12.91 T; −7.028 cm⁻¹

The field unit is A/μ_B = 4.284 T. The listed fields come from the roots for the true g, which differ slightly from the g = 2 values of x. For the first entry the shift is invisible at this precision, 0.6 × 4.284 T = 2.570 T, while for the last the g = 2 root would give 3 × 4.284 T = 12.85 T and the true g gives 12.91 T. These crossings are the rank changes of the correlation list: the M = −5/2 line, for example, is overtaken by all four J = 3/2 lines and drops from rank 6 to rank 10.

The seventh crossing can be seen directly in the energies. Between 4 and 8 T the M = +3/2 level from J = 3/2 rises from −0.851 to 1.182 cm⁻¹, while the M = −1/2 level from J = 5/2 falls from 1.054 to 0.440 cm⁻¹. The argument under review would bend these two lines away from each other near 6.8 T. Nothing in H couples them.

**A ninth crossing that should not be trusted**

The true g slightly exceeds 2, and this matters for one pair. For M = −1/2 and M′ = −3/2, d = 1 and the quadratic reads

(γ² − 1)x² − 2γx + (25 − γ²)/4 = 0.

For γ = 1 it has the single root x = 3. For γ > 1 a second, distant root appears. The sum of the roots is 2γ/(γ² − 1) ≈ 431.7, and the near root is 12.91/4.284 ≈ 3.01, so the distant one is about 428.7, or 1836 T.

The origin is simple. The state (−2, ↑) lies below (0, ↓) by A from the spin-orbit energy, but it gains b(g − 2) from the field and eventually overtakes.

This is a property of the linear Hamiltonian, not a prediction for an atom. The omitted diamagnetic energy is of order e²B²a₀²/(8m) for each a₀² of r² sin²θ. At 1836 T that is 1.7 cm⁻¹, comparable with the spin-orbit offset of 2 cm⁻¹ that decides the crossing. At 12.9 T the same measure is 8 × 10⁻⁵ cm⁻¹, so the eight ordinary crossings survive it unless the electron shell is very extended, of order 10⁴ a₀² in ⟨r²⟩. Their fields do shift somewhat: for one d electron, with the diamagnetic term kept within the d shell, the last moves from 12.91 T to 12.93 T for ⟨r²⟩ = 126 a₀², the hydrogenic 3d value, and to 12.99 T for 500 a₀². "Strong field" in the correlation list therefore means, for this value of A and the linear Hamiltonian, well above 13 T and well below 1800 T. For a single d electron outside closed shells the upper limit is lower. The average of sin²θ is then 6/7 for M_L = ±2 and 10/21 for M_L = 0, so the diamagnetic energy raises (−2, ↑) relative to (0, ↓) and brings their crossing to a smaller field, the more so the larger the shell: in the same approximation to about 260 T for ⟨r²⟩ = 126 a₀² and about 130 T for 500 a₀². Other configurations with a ²D term can have other averages, and the shift must be worked out for each.

**The sign of the spin-orbit constant**

The argument under review does not mention the sign of A, but the diagram depends on it. For an inverted term,

H(−A, b) = −H(A, −b).

A rotation by π about x reverses the field and sends M to −M. The inverted diagram is thus the normal one with E → −E and M → −M, and its crossings lie at the same b/|A|. Now J = 3/2 supplies the upper level of each pair, and all four of its states go to spin up instead of spin down. The principle of joining equal M in order is unchanged. What changes is which J lies on top, and with it the strong-field order and the pairs of M that cross.

**What it takes to open the crossings**

The author might reply that a real field is never perfectly aligned. That does not help. L·S is invariant under rotation, so the spectrum depends on |B| alone. Tilting the whole uniform field only changes the axis to which M refers, and every crossing survives at the same |B|.

What is needed is a perturbation that does not conserve J_z. A nuclear spin I, omitted here, could supply one in part. Hyperfine coupling conserves only M + M_I, so it can open a crossing with ΔM ≤ 2I, and then only between components of equal M + M_I; the other components still cross. Within the ten states it must break the axial symmetry about the field, for instance

V = ε(L_x² − L_y²) = (ε/2)(L₊² + L₋²).

It changes M by ±2. Near a crossing of levels a and b with ΔM = 2, the two-state matrix has coupling ⟨a|V|b⟩, and to first order the gap is 2|⟨a|V|b⟩|.

For the crossing at x = 1 this can be done by hand with g = 2. The M = −5/2 state is |−2, ↓⟩. V leaves the spin alone, so only the |0, ↓⟩ part of the M = −1/2 level counts. In units of A the half-difference in that block is (−½ + 1)/2 = 0.25, and the root √(half-difference² + w²) is s/2 = 1.25. The lower level therefore contains |0, ↓⟩ with weight ½(1 + 0.25/1.25) = 0.6. With ⟨−2|L₋²|0⟩ = √6 × 2 = √24,

gap = 2 × (ε/2) × √24 × √0.6 = 3.795 ε.

For ε = 0.01 cm⁻¹ this is 0.0379 cm⁻¹. Diagonalization of all ten states, with the true g, gives 0.0380 cm⁻¹. The other two ΔM = 2 crossings open by 0.0251 and 0.0113 cm⁻¹.

The ΔM = 4 crossing at 2.57 T needs two actions of V. It opens by only 0.00035 cm⁻¹, and the gap falls by a factor close to four when ε is halved.

The four crossings with odd ΔM stay closed to within the numerical resolution of 2 × 10⁻⁶ cm⁻¹. The reason is a remaining symmetry: rotation by π about z leaves V unchanged. It separates M = 5/2, 1/2, −3/2 from M = 3/2, −1/2, −5/2, and an odd ΔM always connects one set with the other. The non-crossing rule then applies within each set. Here too it is the symmetry of H that decides which levels may cross.

**Requested correction**

The rank-by-rank diagram should be withdrawn and redrawn in this order. Fix the sign of A and order the weak-field levels by J and M. Order the strong-field levels by b(M_L + 2M_S). Where these energies coincide, order by A M_L M_S, and where that coincides too, by the term in A²/b. For each M separately, join upper to upper and lower to lower. Let lines of different M pass through each other at their crossing fields, which are proportional to |A|. For A > 0 the pairs are those listed above, with fields given for A = 2 cm⁻¹. For A < 0 each field belongs to the pair with both M reversed and the roles of upper and lower level exchanged. The curves can be plotted from the formula for E±(M) and the energies of M = ±5/2. For A < 0 the ratio x is negative, and E₊ is then the lower level of each pair. The numerical output gives the levels at five fields as a check.

Computed results

```
A = 2.0 cm^-1, g = 2.002319, mu_B = 0.466864 cm^-1/T
J=5/2 at 2.000, J=3/2 at -3.000 cm^-1
g_J: J=5/2 1.20046, J=3/2 0.79954; b=A at 4.2839 T
Correlation; ranks from top at 0.0428 T and 85.68 T
  1 M=+5/2 (J=5/2) -> ML=+2 MS=+1/2 rank 1
  2 M=+3/2 (J=5/2) -> ML=+1 MS=+1/2 rank 2
  3 M=+1/2 (J=5/2) -> ML=+0 MS=+1/2 rank 3
  4 M=-1/2 (J=5/2) -> ML=-1 MS=+1/2 rank 5
  5 M=-3/2 (J=5/2) -> ML=-2 MS=+1/2 rank 8
  6 M=-5/2 (J=5/2) -> ML=-2 MS=-1/2 rank 10
  7 M=+3/2 (J=3/2) -> ML=+2 MS=-1/2 rank 4
  8 M=+1/2 (J=3/2) -> ML=+1 MS=-1/2 rank 6
  9 M=-1/2 (J=3/2) -> ML=+0 MS=-1/2 rank 7
 10 M=-3/2 (J=3/2) -> ML=-1 MS=-1/2 rank 9
Rank-by-rank lines that violate M: 7 of 10
Levels in cm^-1 at B/T = 0 2 4 8 16
 M=+5/2 (J=5/2)    2.0000    4.8023    7.6045   13.2091   24.4182
 M=+3/2 (J=5/2)    2.0000    3.7064    5.4529    9.0227   16.3168
 M=+1/2 (J=5/2)    2.0000    2.6007    3.2731    4.7771    8.1347
 M=-1/2 (J=5/2)    2.0000    1.4828    1.0542    0.4400   -0.1703
 M=-3/2 (J=5/2)    2.0000    0.3500   -1.2232   -4.0681   -8.6991
 M=-5/2 (J=5/2)    2.0000   -0.8023   -3.6045   -9.2091  -20.4182
 M=+3/2 (J=3/2)   -3.0000   -1.9053   -0.8506    1.1820    5.0927
 M=+1/2 (J=3/2)   -3.0000   -2.6669   -2.4056   -2.0421   -1.6649
 M=-1/2 (J=3/2)   -3.0000   -3.4166   -3.9217   -5.1749   -8.2995
 M=-3/2 (J=3/2)   -3.0000   -4.1512   -5.3792   -8.1366  -14.7103
Crossings: b/A for g=2; B in T and E in cm^-1 for true g
 M=+3/2 (J=3/2) x M=-5/2 (J=5/2): 0.60000; 2.5701 T; -1.6011
 M=+1/2 (J=3/2) x M=-5/2 (J=5/2): 0.75000; 3.2123 T; -2.5009
 M=+3/2 (J=3/2) x M=-3/2 (J=5/2): 0.86603; 3.7107 T; -1.0012
 M=-1/2 (J=3/2) x M=-5/2 (J=5/2): 1.00000; 4.2822 T; -4.0000
 M=+1/2 (J=3/2) x M=-3/2 (J=5/2): 1.25733; 5.3879 T; -2.2589
 M=-3/2 (J=3/2) x M=-5/2 (J=5/2): 1.50000; 6.4209 T; -6.9965
 M=+3/2 (J=3/2) x M=-1/2 (J=5/2): 1.59067; 6.8214 T; 0.5912
 M=-1/2 (J=3/2) x M=-3/2 (J=5/2): 3.00000; 12.9096 T; -7.0282
Formal recrossing M=-1/2, -3/2: b/A=428.65, B=1836.3 T
 e^2B^2a0^2/(8m) there: 1.674 cm^-1
 same at last ordinary crossing: 8.28e-05 cm^-1
Smallest gap M=-3/2: 4.0000 cm^-1 at 6.4110 T
Smallest gap M=-1/2: 4.8990 cm^-1 at 2.1370 T
Gaps opened by eps(Lx^2-Ly^2), eps = 0.01 cm^-1:
 at 2.5701 T, Delta M=4: 0.000349 cm^-1
 at 3.2123 T, Delta M=3: below 2e-6 cm^-1
 at 3.7107 T, Delta M=3: below 2e-6 cm^-1
 at 4.2822 T, Delta M=2: 0.037958 cm^-1
 at 5.3879 T, Delta M=2: 0.025096 cm^-1
 at 6.4209 T, Delta M=1: below 2e-6 cm^-1
 at 6.8214 T, Delta M=2: 0.011314 cm^-1
 at 12.9096 T, Delta M=1: below 2e-6 cm^-1
Inverted term: J=3/2 states going to MS=+1/2: 4 of 4
```
